# How much of a capacitance transient does a boxcar peak show?

## The problem

A Schottky diode on n-type silicon contains electron traps. A voltage pulse fills them, the reverse bias returns at time $t=0$, and the traps then emit their electrons. Meanwhile the capacitance recovers as

$$C(t)=C_\infty-D\,e^{-et},$$

where $D>0$ is the full transient and $e$ the emission rate of one trap. A boxcar instrument records the difference between two samples,

$$S=C(t_2)-C(t_1),\qquad t_2=r\,t_1,\quad r>1.$$

The sampling times stay fixed while the temperature is swept. The emission rate rises with temperature, and $S$ passes through a peak $S_{\max}$.

**(a)** What fraction of $D$ is the peak signal when $r=10$, and by what number must $S_{\max}$ be multiplied to recover $D$?

**(b)** For one diode with $t_1=1$ ms and $t_2=10$ ms, the steady capacitance is $C_\infty=38.425$ pF and the peak signal is $S_{\max}=82.80$ fF. The donor density is $N_D=10^{15}$ cm$^{-3}$, the built-in potential 0.6 V and the reverse bias 5 V. The filling pulse lowers the bias to 0 V for 20 ms. The trap lies 0.45 eV below the conduction band, has a capture cross-section of $10^{-15}$ cm$^2$, and is negative when filled and neutral when empty. What is the trap density $N_T$? Is the factor from (a) a sufficient correction to the simple relation $N_T=2N_D\,S_{\max}/C_\infty$?

The two capacitances in (b) come from a numerical model of the diode with a known trap density, so the answer can be compared with the truth.

## A first estimate by scaling

The signal is small if emission is slow, because neither sample has changed much. It is small again if emission is fast, because both samples have already reached $C_\infty$. The peak must therefore lie where $e$ is between $1/t_2$ and $1/t_1$. The natural guess is the geometric mean,

$$e\sim\frac{1}{\sqrt{t_1t_2}}=\frac{1}{t_1\sqrt r}.$$

By the first sample a fraction of about $et_1=1/\sqrt r$ of the transient has been lost. If the transient is taken as finished by the second sample,

$$\frac{S_{\max}}{D}\sim1-\frac1{\sqrt r}=1-0.316=0.68\qquad(r=10),$$

and the multiplier is about 1.46.

For (b), the traps near the inner edge of the depletion region matter. There the bands are bent too little to lift the trap level above the Fermi level, so these traps stay filled and contribute nothing to the transient. Band bending grows as the square of the distance from the edge. If the trap level lies an energy $\Delta$ below the Fermi level in the neutral bulk, the inactive layer is a fraction $\sqrt{\Delta/qV}$ of the depletion width, where $q$ is the elementary charge and $V=5.6$ V the total potential drop. Guessing that the bulk Fermi level is halfway between trap and band gives $\Delta\approx0.225$ eV and a fraction of $\sqrt{0.225/5.6}=0.20$.

A charge at depth $x$ affects the potential drop in proportion to $x$, so the remaining region carries a weight of about $(1-0.20)^2=0.64$. The total multiplier is then about $1.46/0.64=2.3$. The simple relation gives

$$2N_D\frac{S_{\max}}{C_\infty}=2\times10^{15}\times\frac{0.08280}{38.425}=4.31\times10^{12}\ \mathrm{cm^{-3}},$$

and the estimated trap density is $1\times10^{13}$ cm$^{-3}$.

## Exact solution of (a)

Subtracting the two samples removes $C_\infty$:

$$\frac SD=f(e)=e^{-et_1}-e^{-et_2}.$$

Here $D$ is taken as constant across the peak. The derivative with respect to the emission rate is

$$\frac{df}{de}=-t_1e^{-et_1}+t_2e^{-et_2}
=t_1e^{-et_1}\left[r\,e^{-e(t_2-t_1)}-1\right].$$

The factor before the bracket is positive. The bracket falls steadily from $r-1>0$ at $e=0$ to $-1$ at large $e$, so it vanishes once, and there $f$ changes from rising to falling. This is the single maximum. Setting the bracket to zero gives

$$e_p=\frac{\ln r}{t_2-t_1},\qquad e_pt_1=\frac{\ln r}{r-1},\qquad e_pt_2=\frac{r\ln r}{r-1}.$$

The two exponentials at the peak are therefore

$$e^{-e_pt_1}=r^{-1/(r-1)},\qquad e^{-e_pt_2}=r^{-r/(r-1)}.$$

Since $r/(r-1)=1+1/(r-1)$, the second is the first divided by $r$. Hence

$$\boxed{\frac{S_{\max}}D=r^{-1/(r-1)}\left(1-\frac1r\right)=(r-1)\,r^{-r/(r-1)}}$$

For $r=10$ the exponentials are 0.7743 and 0.0774, and

$$\frac{S_{\max}}D=9\times10^{-10/9}=0.6968,\qquad
\frac D{S_{\max}}=\frac{10^{10/9}}9=1.4351.$$

The peak shows 0.697 of the transient. The multiplier is 1.435, or 1.44 to two decimals. Inverting the rounded value 0.697 gives 1.4347, which rounds to 1.43. The difference has no practical weight, but 1.435 is the better number to keep.

At the peak, 23% of the transient has gone before the first sample, and 8% is still to come after the second. These two parts make up the missing 30%.

The height depends on the ratio $r$ and not on $t_1$ itself. Changing both times by the same factor moves the peak to another temperature but leaves its height unchanged, as long as $D$ stays the same. The same height appears if the temperature is held fixed and $t_1$ is swept at constant $r$, because $f$ depends on $e$ and $t_1$ only through their product. Sweeping $t_2$ alone is different: at fixed $e$ and $t_1$ the signal rises steadily with $t_2$ and has no peak.

### From emission rate to temperature

The result carries over to a temperature scan if $e$ rises steadily with temperature $T$. In equilibrium, capture and emission balance. With cross-section $\sigma$, root-mean-square thermal speed $v$, free-electron density $n$ and filled fraction $p$,

$$\sigma v n(1-p)=e\,p.$$

Let $E$ be the trap depth below the conduction band, $\Delta$ the height of the Fermi level above the trap, and $k$ Boltzmann's constant. For a degeneracy factor of one, $p/(1-p)=e^{\Delta/kT}$. For a non-degenerate semiconductor, $n=N_ce^{-(E-\Delta)/kT}$, where $N_c$ is the effective density of states of the band. Inserting both, $\Delta$ cancels:

$$e=\sigma vN_c\,e^{-E/kT}.$$

With $v\propto T^{1/2}$, $N_c\propto T^{3/2}$ and constant $\sigma$, every factor is constant or rises with $T$. The signal therefore has one peak in temperature, of the height already found.

For the diode, $e_p=\ln10/(9\ \mathrm{ms})=255.8$ s$^{-1}$. The speed is taken as $\sqrt{3kT/m}$ with $m=0.26$ electron masses, and $N_c$ is computed with a density-of-states mass of 1.08. At the peak these give $v=2.073\times10^7$ cm/s and $N_c=2.088\times10^{19}$ cm$^{-3}$, so that $\sigma vN_c=4.33\times10^{11}$ s$^{-1}$ and

$$T_p=\frac{E}{k\ln(\sigma vN_c/e_p)}=\frac{0.45\ \mathrm{eV}}{k\times21.25}=245.8\ \mathrm K.$$

Because $v$ and $N_c$ depend on $T$, this equation was solved numerically.

## Solution of (b)

Part (a) recovers $D$. The trap density follows only when $D$ is correctly related to it.

### Potential drop and capacitance

Let $x$ be the depth below the metal contact, $W$ the depletion width, $\varepsilon$ the permittivity (11.7 times that of vacuum) and $\rho(x)$ the net positive charge density in units of $q$. The field vanishes at $x=W$, so its magnitude at depth $x$ is $(q/\varepsilon)\int_x^W\rho(x')\,dx'$. Integrating over $x$ and exchanging the order of integration, each charge at $x'$ is counted over the length $x'$:

$$V=\frac q\varepsilon\int_0^Wx\,\rho(x)\,dx.$$

A fast, small test voltage moves the edge by $dW$, while the traps are too slow to follow. For contact area $A$, the charge changes by $dQ=qA\rho(W)\,dW$ and the voltage by $dV=(q/\varepsilon)W\rho(W)\,dW$. Their ratio is $C=\varepsilon A/W$.

### Which traps take part

Without traps, $W=\sqrt{2\varepsilon V/(qN_D)}$. This gives $W_R=2.691$ µm at 5.6 V and $W_P=0.881$ µm during the pulse, when the drop is 0.6 V.

At a distance $L$ from the depletion edge the bands are bent by $q^2N_DL^2/(2\varepsilon)$. The trap level crosses the Fermi level where this equals $\Delta$:

$$L=\sqrt{\frac{2\varepsilon\Delta}{q^2N_D}}.$$

At the peak temperature,

$$\Delta=E-kT\ln\frac{N_c}{N_D}=0.239\ \mathrm{eV},\qquad L=0.556\ \text{µm}.$$

The pulse fills the traps at $x>W_P-L$. Under reverse bias, those at $x>W_R-L$ remain filled. The transient comes from the region between these two depths. Treating its ends as sharp is an approximation, since the occupation changes gradually there.

### The active-region factor

A filled trap cancels one donor charge. With a fraction $\varphi=e^{-et}$ of the active traps still filled, the condition of fixed voltage reads

$$\frac{N_DW^2}2-\frac{N_T}2\Big\{\varphi\big[(W-L)^2-(W_P-L)^2\big]+W^2-(W-L)^2\Big\}=\frac{\varepsilon V}q.$$

The last two terms in the braces describe the permanently filled edge layer. Compare this state with the final one, $\varphi=0$. Let the width differ by $\delta W$, which is of first order in $N_T/N_D$. The change in the edge-layer term is then of order $N_T\,\delta W$, which is second order, and is dropped. What remains is

$$N_DW_R\,\delta W=\frac{N_T}2\varphi\big[(W_R-L)^2-(W_P-L)^2\big].$$

Since $C\propto1/W$, the relative change in capacitance is $-\delta W/W_R$. Therefore

$$C=C_\infty\left(1-\frac{N_T}{2N_D}\,G\,e^{-et}\right),\qquad
G=\frac{(W_R-L)^2-(W_P-L)^2}{W_R^2}.$$

This is the assumed exponential, with $D/C_\infty=GN_T/(2N_D)$. The simple relation amounts to $G=1$, which is approached when $L$ and $W_P$ are both much smaller than $W_R$. Here

$$G=\frac{(2.135)^2-(0.325)^2}{(2.691)^2}=0.615,\qquad\frac1G=1.627.$$

In this diode the active-region correction is larger than the boxcar correction. Together,

$$N_T=2N_D\frac{S_{\max}}{C_\infty}\times\frac{1.4351}{0.6147}
=4.310\times10^{12}\times2.334=1.006\times10^{13}\ \mathrm{cm^{-3}}.$$

The boxcar factor alone gives $6.18\times10^{12}$ cm$^{-3}$. The density put into the model was $1.00\times10^{13}$ cm$^{-3}$, so the boxcar factor alone leaves the result 38% too low. With both factors it is 0.6% too high.

The model diode has an area of 1 mm$^2$. Its capacitance was found by solving the fixed-voltage condition numerically for $W$, without the first-order step, and with $L$ recomputed at each temperature. It shares the sharp regions and the depletion edge assumed in $G$, so the comparison tests the first-order step and the use of a constant $D$, not those assumptions. Its full transient is 118.88 fF, and its peak signal is 0.696 of that. The peak lies at 245.9 K, 0.1 K above the value for constant $D$.

Repeating the calculation with $N_T/N_D=10^{-4}$ instead of $10^{-2}$ reduces the remaining error from 0.61% to 0.013% of the trap density. Most of the error thus comes from the finite trap density. It falls by less than the factor of 100 expected from a purely proportional error; the variation of $L$ across the peak accounts for the rest. With $L$ held at its peak value, the two errors are 0.600% and 0.0060%, which do differ by a factor of 100.

## Estimate and solution compared

| $r$ | $1-1/\sqrt r$ | exact $S_{\max}/D$ | exact multiplier |
|---:|---:|---:|---:|
| 2 | 0.29 | 0.250 | 4.000 |
| 5 | 0.55 | 0.535 | 1.869 |
| 10 | 0.68 | 0.697 | 1.435 |
| 20 | 0.78 | 0.811 | 1.232 |
| 100 | 0.90 | 0.945 | 1.058 |

At $r=10$ the estimate is within 2% of the exact height, but this closeness is partly luck. The estimate is too high at $r=5$ and too low at $r=10$, so the two curves cross in between.

For large $r$ they follow different laws. Expanding $r^{-1/(r-1)}=e^{-\ln r/(r-1)}\approx1-(\ln r)/r$ and multiplying by $1-1/r$ gives

$$\frac{S_{\max}}D\approx1-\frac{\ln r+1}r.$$

The shortfall thus decreases nearly as $1/r$, not as $1/\sqrt r$. The geometric mean treats the two samples alike, but their costs differ: the loss before $t_1$ is linear in $e$, while the remainder after $t_2$ is exponentially small. It pays to emit more slowly, with $e_pt_2\approx\ln r$ instead of $\sqrt r$.

In the opposite limit, $r\to1$, the factor $r^{-1/(r-1)}$ tends to $1/\mathrm e$, where $\mathrm e=2.718\ldots$, and the height tends to $(r-1)/\mathrm e$. Closely spaced samples catch little of the transient, and the multiplier grows without limit.

For the diode, the guess $\Delta\approx0.225$ eV was close to the computed 0.239 eV, and the estimated multiplier of 2.3 agrees with 2.334. The estimate of $G$ ignored the traps left empty by the pulse, which contribute just $(0.325/2.691)^2=0.015$.

## Limits of the model and the real case

The following sizes refer to the same diode.

- **Gate width.** Averaging each sample over 0.1 ms raises the peak height by 0.003%.
- **Filling.** Capture takes 48 ns in the neutral bulk. At the edge of the filled region capture is as slow as emission, so the occupation relaxes at the rate $2e_p$; after 20 ms a fraction $e^{-2e_p\times20\,\mathrm{ms}}=4\times10^{-5}$ of the change is missing. Closer to the contact the rate falls toward $e_p$ and up to 0.6% of the local change is missing, but few traps fill there, and the effect on $D$ is below $10^{-5}$.
- **Carriers.** With a donor depth of 45 meV, 0.08% of the donors in the bulk are not ionised. The electron tail at the depletion edge adds $kT/q=0.021$ V to the parabolic band bending. Lowering both potential drops by this amount changes $G$ by only 0.1%, but $\Delta$ in the formula for $L$ must also be lowered by $kT$. Then $L$ shrinks from 0.556 to 0.531 µm, and with all three changes $G$ rises by about 2%, to 0.628. This still treats the ends of the active region as sharp. Solving Poisson's equation with the electron tail and a gradual trap occupation gives, for dilute traps, a factor of 0.629 for the full transient $D$. Traps near $W_R-L$ relax faster than $e$, so the transient is not quite exponential. The factor that applies to the boxcar peak, after division by 0.6968, is 0.622, about 1.3% above the simple value.
- **Field.** The largest field is $2V/W_R=0.042$ MV/cm, well below the roughly 0.3 MV/cm at which silicon breaks down. A standard estimate of phonon-assisted tunnelling multiplies $e$ by $\exp[q^2F^2\tau^3/(3m\hbar)]$, with $F$ the field, $\tau=\hbar/(2kT)$ and $m=0.26$ electron masses. It gives a 2% faster rate at the largest field. A trap offset by that much from the peak condition loses 0.02% of its signal. The estimate omits a defect-specific part of $\tau$, and it is not an upper bound. The barrier integral for phonon-assisted tunnelling often used in device simulation gives, with the same mass, a rate about 70% faster at the largest field; a trap offset by that much from the peak condition would lose about 9% of its signal. This is not the loss in peak height. The active traps see smaller fields, from 0.009 to 0.037 MV/cm, and in a temperature scan the peak moves to follow the faster rate. Averaged over the active region with weight $x$, this integral lowers the peak height by only about 0.2% but shifts the peak by about 3 K to lower temperature. In either estimate the trap density is hardly affected. The emission rate and depth read from the peak position may be, and this should be checked by repeating the measurement at a different reverse bias.

The parameters are round values in the rough range of the phosphorus–vacancy pair in irradiated n-type silicon. The assumption most at risk there is that of a single exponential, because the divacancy has a level at a similar depth and the two peaks can overlap. Suppose two traps have equal transients $D/2$. Neither can contribute more than $0.697\,D/2$, so the combined peak cannot exceed $0.697\,D$. Since both contributions are positive, it cannot fall below $0.697\,D/2$ either. Multiplying by 1.435 then yields between half and all of the total transient, an error of up to a factor of two. A trap density that varies with depth also invalidates the factor $G$, which must then be replaced by an integral over the actual profile.
